# Jamming of Randomly Adsorbed Disks by Tracking the Available Area

## What plain sampling leaves undone

Equal disks arrive at random places on a surface. A disk sticks for good if it overlaps none already there, and otherwise leaves. This process, random sequential adsorption, is a simple model of a precursor whose ligands shield the surface around it during atomic-layer deposition. It ends in a jammed state, with gaps but none large enough for another disk.

In a large box, plain simulation approaches that state very slowly. In a square of side 80 disk diameters, about 163,000 attempts give a coverage of 0.494, some 10 % below the jammed value. After 500 times as many attempts, the coverage is still low by 0.003. Nearly all attempts now fail, and a long run of failures does not prove that no gap remains.

The cure is to draw trials from a shrinking region known to contain every possible landing place, and to advance the clock by the attempts that were skipped. This leaves the statistics of the process unchanged and gives a definite end.

## The process and its clock

Let the disks have diameter $\sigma$ and area $a=\pi\sigma^2/4$, on a periodic square of side $L$. Simulation lengths are measured in $\sigma$, the natural unit here. With $N$ disks adsorbed, the coverage is $\theta=Na/L^2$.

A new centre may land at $x$ if $|x-x_i|\ge\sigma$ for every earlier centre $x_i$. These points form the available set $\Phi$. Around each centre there is thus an exclusion disk of radius $\sigma$ and area $\pi\sigma^2=4a$.

Let attempts form a Poisson process, uniform in space, with $L^2/a$ attempts on average per unit of dimensionless time $\tau$. After $n$ attempts, $\tau\simeq na/L^2$, with a relative scatter of $n^{-1/2}$. The rate of successful attempts is $(L^2/a)(|\Phi|/L^2)=|\Phi|/a$. Each success adds $a/L^2$ to the coverage, so

$$\frac{d\langle\theta\rangle}{d\tau}=\frac{\langle|\Phi|\rangle}{L^2}.$$

At low coverage the exclusion disks rarely overlap. To leading order, $|\Phi|/L^2=1-N(4a)/L^2=1-4\theta$. Most attempts then succeed, and tracking has nothing to save. Its use lies at the other end, where $|\Phi|/L^2$ tends to zero.

## Why the restriction introduces no bias

Let $C$ be any region with $\Phi\subset C$. Attempts outside $C$ would all be rejected, so deleting them changes no configuration. The remaining attempts form a Poisson process, uniform on $C$, with rate

$$\frac{L^2}{a}\,\frac{|C|}{L^2}=\frac{|C|}{a}.$$

Their waiting times are therefore exponential with mean

$$\langle\Delta\tau\rangle=\frac{a}{|C|}.$$

Counted in attempts, the chance that a plain attempt falls in $C$ is $p=|C|/L^2$, and the mean number needed for one such event is

$$\sum_{k=1}^{\infty}k\,p(1-p)^{k-1}=\frac1p=\frac{L^2}{|C|}.$$

The landing place is also right. A trial uniform on $C$ has density $1/|C|$. Given that it falls in $\Phi$, which has probability $|\Phi|/|C|$, its density is $(1/|C|)/(|\Phi|/|C|)=1/|\Phi|$, as in the plain process.

The region $C$ need not be current. Adsorption is irreversible, so $\Phi$ can only shrink, and a region that contained it earlier contains it still. A batch of trials can thus share one $C$, provided that its size is fixed beforehand and the waiting times use the area $|C|$ from which the trials are drawn. If disks could desorb or move, $\Phi$ could grow and this argument would fail.

## Cells, batches and termination

Take $C$ as a union of square cells of side $s$. Let a cell's midpoint lie at offset $(d_x,d_y)$ from a disk centre. The point of the cell farthest from that centre is a corner, so the whole cell is excluded if

$$\left(|d_x|+\tfrac{s}{2}\right)^2+\left(|d_y|+\tfrac{s}{2}\right)^2<\sigma^2 .$$

Such a cell is deleted. A disk that excludes the cell also excludes its midpoint, so the search can stop at centres closer than $\sigma$ to the midpoint. There are at most five. Suppose two of them, at distances $r_1\ge r_2$, were seen from the midpoint within an angle $\alpha\le60^\circ$. Since $\cos\alpha\ge\frac12$, their squared separation would be

$$r_1^2+r_2^2-2r_1r_2\cos\alpha\le r_1^2-r_2(r_1-r_2)\le r_1^2<\sigma^2,$$

which is forbidden. All angular gaps thus exceed $60^\circ$, and six of them would exceed a full turn. A centre at the midpoint itself would have to be alone.

One round of the algorithm is as follows.

1. Draw as many trials as there are cells, but at most $2L^2/\sigma^2$, uniformly on $C$, with exponential waiting times.
2. Discard trials that overlap disks from earlier rounds.
3. Go through the rest in order of arrival, and keep a trial if it overlaps no earlier trial that was kept.
4. Delete excluded cells. If fewer than 10 % of the trials were accepted, quarter the remaining cells and delete again.

The third rule reproduces one-by-one adsorption: when a trial's turn comes, the fate of all earlier ones is settled.

A cell may be covered by several exclusion disks jointly and by none alone. It survives the deletion, so $|C|$ is an upper bound on $|\Phi|$. Such cells do not survive for ever. In a jammed state the open exclusion disks cover the periodic square, apart from coincidences of probability zero. For a finite open cover of a closed bounded surface there is a length $\varepsilon$ such that every set of diameter below $\varepsilon$ lies in one member of the cover. Once $s\sqrt2<\varepsilon$, every cell is deleted. Conversely, while a hole of positive area remains, trials keep reaching it. An empty list of cells therefore proves jamming, up to rounding.

## The slow tail

Late in the process, the remaining holes are small and isolated, and each takes one disk. A typical hole lies between three exclusion circles. It exists when the circle through the three disk centres contains no other centre, the triangle of centres is acute, and the radius satisfies $R>\sigma$. The last condition alone is not enough, since jammed states contain many triples with $R>\sigma$. For a given shape the hole's linear size $h$ is proportional to $R-\sigma$ as long as the hole is small. Since $R$ varies smoothly with the disk positions, it is reasonable to assume that nothing singles out $R=\sigma$, so that the number density $n(h)$ of holes at some late time $\tau_0$ has a finite, non-zero limit $n(0)$.

The area of a hole is proportional to $h^2$, so it fills at a rate $ch^2$, where $c$ depends on its shape. For one shape, the number of disks still missing is

$$M(\tau)=\int_0^\infty n(h)\,e^{-ch^2(\tau-\tau_0)}\,dh .$$

For $\tau\gg\tau_0$, small $h$ dominates. Replace $n(h)$ by $n(0)$ and $\tau-\tau_0$ by $\tau$, and put $u=h\sqrt{c\tau}$:

$$M(\tau)\simeq\frac{n(0)}{\sqrt{c\tau}}\int_0^\infty e^{-u^2}du=\frac{n(0)}{2}\sqrt{\frac{\pi}{c\tau}} .$$

Holes of different shapes have different $c$. With $h=R-\sigma$, each hole contains a disk of radius $h$ around the centre of that circle, because no disk centre is closer than $R$ to this point, so $c\ge\pi/a$ and the average of $c^{-1/2}$ is finite. Averaging over shapes therefore changes the prefactor and leaves the power. Hence $\theta_J-\theta=aM/L^2\propto\tau^{-1/2}$, where $\theta_J$ is the jammed coverage.

In ten runs with $L=80\sigma$, 2008 disks were missing at $\tau=10^2$ and 222 at $\tau=10^4$. The exponent between these times is

$$\frac{\ln(222/2008)}{\ln 100}=-0.478 .$$

If late holes fill independently, counting noise contributes about 0.014, so the deviation from $-\frac12$ is 1.6 standard deviations.

The tail also sets the cost of plain sampling. There were 22.2 missing disks per run at $\tau=10^4$, hence $M\simeq22.2\,(10^4/\tau)^{1/2}$. For independent holes, the chance that none is left is $e^{-M}$, which reaches one half at $M=\ln2=0.693$. The median jamming time is then

$$\tau\simeq10^4\left(\frac{22.2}{0.693}\right)^2\simeq1.0\times10^7,$$

or $\tau L^2/a\simeq8\times10^{10}$ plain attempts. The median read from the tracked clocks is $9.4\times10^{10}$. Since $M\propto L^2\tau^{-1/2}$, the median time grows as $L^4$ and the number of attempts as $L^6$. The mean is worse: the chance of being unfinished falls as $\tau^{-1/2}$, whose integral diverges, so within this tail law the mean number of plain attempts is infinite.

## What tracking costs

Selected rounds of one run show where the gain arises. The last column is the product of the two before it, the success rate that plain attempts would have had.

| $s/\sigma$ | $\lvert C\rvert/L^2$ | accepted per trial | accepted per plain attempt |
|---|---|---|---|
| 0.5 (first) | 1 | 0.23 | 0.23 |
| 0.25 | 0.076 | 0.048 | $3.6\times10^{-3}$ |
| 0.0625 | $1.4\times10^{-3}$ | 0.048 | $6.7\times10^{-5}$ |
| 0.0156 | $2.4\times10^{-5}$ | 0.042 | $9.9\times10^{-7}$ |
| 0.0039 | $2.9\times10^{-7}$ | 0.07 | $2\times10^{-8}$ |

In the rows after the first, the tracked success rate stays between 4.2 and 7.4 %, while the plain rate falls by five orders of magnitude. When a round has as many trials as cells, it advances the clock by $(|C|/s^2)(a/|C|)=a/s^2$ on average, four times more at each halving of $s$.

The cells also become fewer: 4622, 2275, 1073 and 623 in successive rounds. The hole argument accounts for this. By the time the cells have side $s$, the larger holes have mostly been filled. What remains are holes of size up to about $s$, and places covered with a margin below about $s$. Both have a number proportional to $L^2s$, and each needs a few cells on average. The sum over halvings is then a geometric series, and the work grows roughly as $L^2$, apart from the cost of neighbour searches. This scaling is an estimate, since one box size was used.

The median run needed $3.92\times10^4$ trials and $1.12\times10^5$ cell checks. That is one operation for every $6\times10^5$ plain attempts. This is a ratio of counts, not of computing times, because a cell check and a plain trial need not cost the same, and neither was timed.

## Errors of the jammed coverage

The ten runs give

$$\theta_J=0.5469\pm0.0005,$$

where the uncertainty is the standard error of the mean. Four possible sources of error deserve separate treatment.

**Sampling.** If correlations are short-ranged, distant patches fluctuate independently and the standard error falls as the inverse square root of the total simulated area. Halving it takes four times the area, in one box or in several. Any bias from the periodic box was not measured.

**Truncation.** A run stopped at $\tau=10^4$ would be low by $222\,a/(10L^2)=0.0027$, five times the sampling error. To bring this bias down to 0.0005, the tail law requires $\tau\simeq10^4(0.0027/0.0005)^2\simeq3\times10^5$, or $2\times10^9$ plain attempts per box. Tracking removes this error.

Its absence can be verified without cells. Two exclusion circles whose centres are $r<2\sigma$ apart cross at distance $\sqrt{\sigma^2-r^2/4}$ on either side of the midpoint between the centres. The edge of a hole consists of arcs that end at such crossings, unless it consists of complete circles. In the latter case the hole and the disks it surrounds fill the whole square, so all centres are at least $2\sigma$ apart and the coverage is at most a quarter of close packing, 0.227. At 0.547 this is excluded. The state is therefore jammed if every crossing lies inside a third exclusion disk. All ten final states passed this test, with a distance tolerance of $10^{-9}\sigma$, and none contained overlaps. With one disk removed, open crossings appeared, as they should.

**Clock.** Six plain runs with $L=30\sigma$, coded separately, gave mean coverages of 0.325, 0.444 and 0.493 at $\tau=1$, 5 and 20. The tracked values are 0.326, 0.447 and 0.494. The differences of at most 0.0025 are comparable with the sampling error of the small boxes, and their common sign is not independent evidence of a bias, since the three times belong to the same runs. Between $\tau=5$ and 20, the coverage rises by 0.035 per unit of $\ln\tau$, so a difference of 0.0025 corresponds to a clock error of roughly 7 %. Since the sampling error is of similar size, the comparison tests the clock only to about 10 % in this range. Between $\tau=1$ and 5, the coverage rises by 0.075 per unit of $\ln\tau$, so the test is sharper there. It ends at $\tau=20$. At later times the clock rests on the derivation above.

**Extrapolation.** If $\theta=\theta_J-B\tau^{-1/2}$, then the deficit at $\tau=5$ is twice that at $\tau=20$, and $\theta_J=2\theta(20)-\theta(5)$. The plain runs give 0.541 in this way. The tracked values at the same two times give 0.542, so most of the shortfall comes from corrections to the tail law at these early times and not from noise.

## A precursor pulse on silica

Consider the precursor half-cycle of SiO$_2$ deposition from bis(diethylamino)silane. The parameters are rough: footprint diameter 0.50 nm, 500 K, partial pressure 0.1 Torr, initial sticking probability $10^{-4}$, pulse 1 s, and film density 2.2 g/cm³. Each adsorbate is taken to leave one Si atom in the film.

With molecular mass $m$, the kinetic flux is

$$J=\frac{P}{\sqrt{2\pi mkT}}=1.19\times10^5\ \mathrm{nm^{-2}\,s^{-1}} .$$

The footprint area is $a=0.1963$ nm². Reactive attempts advance $\tau$ at the rate $10^{-4}Ja=2.34$ s⁻¹. At jamming, the adsorbate density is $0.5469/0.1963=2.79$ nm⁻². The film holds 22.05 Si atoms per nm³, so the growth per cycle would be $2.79/22.05=0.126$ nm.

The pulse does not reach this value. At $\tau=2.34$ the coverage is 0.400, which gives 0.092 nm. Reaching 99 % of jamming takes $\tau\simeq2200$, or about 940 s, with a counting uncertainty of about 10 %. In this model the growth therefore creeps upward with longer pulses and shows no sharp plateau.

### Discrete hydroxyl sites

A precursor reacts at surface hydroxyls, not at arbitrary points. Take uncorrelated sites of density $\rho$, each attempted at the rate $1/(\rho a)$ per unit $\tau$, so that the total attempt rate is unchanged. After its first attempt, a site is occupied or blocked for good, so later attempts there are irrelevant. By time $\tau$, a fraction $1-e^{-\tau/\tau_s}$ of the sites has been tried, with $\tau_s=\rho a$. These sites are random points tried in random order, just like continuum attempts of the same density. Hence

$$\theta_{\rm site}(\tau)=\theta\!\left(\tau_s\left[1-e^{-\tau/\tau_s}\right]\right),\qquad \theta_{\rm site}(\infty)=\theta(\tau_s).$$

For $\rho\to\infty$, the argument tends to $\tau$ and the continuum returns. For small $\tau_s$, $\theta_{\rm site}(\infty)\simeq\tau_s$: nearly every site is used.

With a rough $\rho=4$ nm⁻², $\tau_s=0.785$. The formula gives a coverage of 0.294 after the pulse and 0.299 at saturation. Direct site-by-site simulation gives 0.293 and 0.300. The slow tail has gone: the pulse reaches 98 % of saturation. The growth per cycle falls to 0.069 nm, or 0.547 of the jamming value. That this ratio resembles $\theta_J$ is a coincidence, since it changes with $\rho a$.

### Comparison with the real process

Growth per cycle for aminosilane processes is roughly 0.1 nm. The model values, 0.07 to 0.13 nm, have this size, but that is weak support. A footprint 10 % wider lowers the jammed density from 2.79 to 2.30 nm⁻², and the sticking probability is uncertain. The diameter of 0.50 nm is small for an adsorbate that keeps a diethylamino ligand: close packing at the liquid density of diethylamine, about 0.71 g/cm³, gives 0.62 nm, which would lower the growth at jamming to about 0.08 nm. The assumption of a continuous surface matters too: random sites lower the growth by 27 % after the pulse and by 45 % at saturation. Real hydroxyls are not placed independently, and a precursor may consume more than one. Neither effect is included.

Immobility is the other weak point. With an assumed hop barrier of 1.5 eV and a prefactor of $10^{13}$ s⁻¹, an adsorbate makes 0.008 hops during the pulse but about 7 in 940 s. Treating adsorbates as immobile is then reasonable for the pulse and not for the approach to jamming. Rearrangement could raise the coverage, with close packing at 0.907 as an upper bound. Desorption with an assumed barrier of 1.8 eV removes less than 1 % even in 940 s. These rates change about tenfold per 0.1 eV. Within this model, 0.547 is thus a reference value for random, irreversible adsorption on a continuous surface, and not an upper bound for real ones. The coverage reached also depends on the density and arrangement of the sites and on the exposure, which combines pressure, sticking probability and pulse length. For example, 4 sites per nm² on a triangular lattice would be 0.537 nm apart, farther than the footprint diameter. Every site could then be used, and the coverage would be 0.785. The numerical output lists the values used here.

## Computed values

```
box side 80 diameters, runs 10
trace of run 1: side/diameter, cells, area fraction, trials, accepted, tau
  0.500000  25600 1.000e+00  12800  2995 1.580e+00
  0.500000   9647 3.768e-01   9647   627 4.752e+00
  0.250000   7792 7.609e-02   7792   372 1.758e+01
  0.125000   4622 1.128e-02   4622   230 6.821e+01
  0.062500   2275 1.389e-03   2275   109 2.760e+02
  0.031250   1073 1.637e-04   1073    60 1.080e+03
  0.015625    623 2.377e-05    623    26 4.479e+03
  0.007812    369 3.519e-06    369    24 1.654e+04
  0.003906    122 2.909e-07    122     9 6.709e+04
  0.001953     37 2.205e-08     37     3 2.577e+05
rounds in run 1: 13, disks in run 1: 4459
jammed coverage: 0.5469 +- 0.0005 (standard error)
coverage at tau = 1: plain 0.3248, tracked 0.3262
coverage at tau = 5: plain 0.4440, tracked 0.4465
coverage at tau = 20: plain 0.4928, tracked 0.4943
plain method extrapolated to jamming: 0.541
disks missing at tau = 1e2 and 1e4, all runs: 2008, 222
late-time exponent: -0.478
median plain attempts to last disk: 9.4e+10
median tracked trials: 3.92e+04, cell checks: 1.12e+05
plain attempts per tracked operation: 6.2e+05
inputs: footprint diameter 0.50 nm, 500 K, 0.1 Torr
inputs: sticking 1e-04, pulse 1.0 s, film 2.2 g/cm3
precursor molar mass: 174.36 g/mol
impingement flux: 1.190e+05 per nm2 per s
footprint area: 0.1963 nm2, tau per second: 2.336 1/s
adsorbate density at jamming: 2.79 per nm2
Si density of film: 22.05 per nm3
growth per cycle at jamming: 0.1263 nm
coverage after pulse, continuum: 0.4003
growth after pulse, continuum: 0.0925 nm
99 % of jamming: tau 2199, time 941 s
hydroxyl sites: 4.0 per nm2, tau_s = 0.7854
site coverage after pulse: formula 0.2936, direct 0.2926
site coverage at saturation: formula 0.2993, direct 0.2995
growth per cycle at site saturation: 0.0691 nm
site saturation relative to jamming: 0.547
barriers: hop 1.5 eV, desorption 1.8 eV; prefactor 1e+13 1/s
hops per adsorbate: in pulse 7.6e-03, in 99 % time 7.2e+00
desorbed per adsorbate: in pulse 7.2e-06, in 99 % time 6.8e-03
close-packed coverage: 0.9069, relative to jamming 1.658
density at jamming, footprint 10 % wider: 2.30 per nm2
```
